\section*{Phonon-Limited Resistivity from Landauer Resistance of Wires with Frozen Thermal Displacements}

\section{Definitions and conventions}

A wire of length $L$ and cross-section $A$ joins two ideal leads. Its atoms are frozen at thermally displaced positions, and electrons cross it elastically. With total transmission $\mathcal T$ at the Fermi energy $E$, and a factor 2 for spin,
\begin{equation}
R(L)=\frac{R_Q}{\langle\mathcal T\rangle},\qquad R_Q=\frac{h}{2e^2},
\label{eq:R}
\end{equation}
where the brackets average over displacement samples. The conductance is averaged before inversion, as for wires in parallel. The resistivity is $\rho=A\,dR/dL$ in the range where $R$ is linear in $L$; the intercept of that line is the contact resistance.

The model is a simple cubic lattice of spacing $a$, with atoms of mass $m$ and one orbital per atom. Neighbours at distance $d$ are coupled by the hopping $-t\,e^{-\beta(d/a-1)}$. Each slice across the wire holds $M\times M$ atoms and is repeated periodically, so $A=M^2a^2$. Wave functions gain a phase $e^{i\theta}$ across the supercell, hence $q_j=(2\pi j+\theta)/M$ in each transverse direction. I take $\theta=\pi/2$. Time reversal maps $\theta$ to $-\theta$, so the reversed partner of a state is not among the states of the same supercell. Wave numbers are dimensionless, and $x$ and $L$ count slices wherever a formula contains no $a$.

\section{Sampling the displacements}

Springs $K$ act on each Cartesian component $u_\mu$ independently:
\begin{equation}
U=\tfrac12K\sum_{\mathbf r,i,\mu}\left[u_\mu(\mathbf r+\mathbf e_i)-u_\mu(\mathbf r)\right]^2 .
\end{equation}
For a periodic box of $n$ sites let $u_\mu(\mathbf Q)=n^{-1}\sum_{\mathbf r}u_\mu(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}$. A bond difference multiplies this by $e^{iQ_i}-1$, whose squared modulus is $2(1-\cos Q_i)$. Therefore
\begin{equation}
U=\frac n2\sum_{\mathbf Q,\mu}m\omega_Q^2|u_\mu(\mathbf Q)|^2,\qquad
m\omega_Q^2=2K\sum_i(1-\cos Q_i).
\end{equation}
Classical equipartition gives each mode the mean energy $kT/2$, so
\begin{equation}
S(\mathbf Q)\equiv n\langle|u_\mu(\mathbf Q)|^2\rangle=\frac{kT}{m\omega_Q^2}.
\label{eq:S}
\end{equation}
A sample is white noise filtered in Fourier space by $\sqrt{S}$, with the rigid translation $\mathbf Q=0$ removed. For one component, the total energy $nkT/2$ equals $\frac12Kn$ times the bond variance summed over the three directions. That sum is thus $kT/K$, up to a relative correction $1/n$.

The spring constant follows from the Debye temperature. The lattice average of $\omega_Q^2$ is $6K/m$, while a Debye spectrum has $\langle\omega^2\rangle=\frac35\omega_D^2$. Equating them gives $K=m\omega_D^2/10$.

\section{Transmission by slice recursion}

\subsection{Lead self-energy and transmission}
In a lead, a transverse mode $\chi_a$ with energy $\varepsilon_a$ is a chain with $E-\varepsilon_a=-2t\cos k$. Eliminating a semi-infinite chain gives a self-energy obeying $\Sigma=t^2/(E-\varepsilon_a-\Sigma)$. The choice $\Sigma=-te^{ik}$ solves it, because $E-\varepsilon_a-\Sigma=-te^{-ik}$. The retarded solution has $0<k<\pi$ for an open mode and $|e^{ik}|<1$ for a closed one. Define $\Gamma=i(\Sigma-\Sigma^\dagger)$; its value in an open mode is $\Gamma_a=2t\sin k$, which is $\hbar$ times the speed in slices per unit time.

Let a wave $\chi_ae^{ikx}$ arrive from the left, and let slice 1 be the first of the wire. The outgoing part at slice 0 is $e^{ik}$ times that at slice 1, so for this mode
\begin{align}
-t\psi_0&=-t\left[\chi_a+e^{ik}(\psi_1-\chi_ae^{ik})\right]\nonumber\\
&=\Sigma\psi_1-t(1-e^{2ik})\chi_a
=\Sigma\psi_1+i\Gamma_ae^{ik}\chi_a .
\end{align}
The last term is a source on slice 1. With $G$ the Green function of the wire including both self-energies, the wave on the last slice is $G_{L1}\,i\Gamma_ae^{ik}\chi_a$. The flux ratio between modes $b$ and $a$ is $\Gamma_b/\Gamma_a$ times the squared amplitude, namely $\Gamma_b\Gamma_a|\chi_b^\dagger G_{L1}\chi_a|^2$. Summing over modes gives a trace. Flux conservation makes the totals in the two directions equal, so one may use
\begin{equation}
\mathcal T=\mathrm{Tr}\left[\Gamma G_{1L}\Gamma G_{1L}^\dagger\right].
\end{equation}
In one dimension speed times density of states per unit energy and length is $1/h$ for each spin and each direction of motion. Each open mode therefore carries the current $2e^2V\mathcal T_a/h$ at small voltage $V$, which is Eq.~\eqref{eq:R}.

\subsection{Recursion}
Let $H_n$ be the Hamiltonian of slice $n$, and $V_n$ the real diagonal matrix of hoppings from slice $n$ to $n+1$. Eliminating all slices to the left of slice $n$ leaves
\begin{equation}
B_n=E-H_n-V_{n-1}g_{n-1}V_{n-1},\qquad g_n=B_n^{-1},
\end{equation}
started by $B_1=E-H_1-\Sigma$. The element $F_n$ from slice 1 to slice $n$ obeys $F_n=F_{n-1}V_{n-1}g_n$, since the new slice is reached only through the new bonds. To close a wire at length $L$, the right lead is attached to its last slice:
\begin{equation}
G_{1L}=F_{L-1}V_{L-1}(B_L-\Sigma)^{-1}.
\end{equation}
The contact bonds keep the ideal hopping $-t$. The recursion itself continues from $g_L$ without the right lead, so one sweep yields every length. Dense inversion of an $M^2\times M^2$ matrix makes the cost per slice grow as $M^6$.

The procedure is:
\begin{enumerate}
\item draw displacements and compute all hoppings from the full bond lengths;
\item sweep through the slices, recording $\mathcal T$ at the chosen lengths;
\item average $\mathcal T$ over samples and form $R(L)$;
\item fit a line to $R(L)$, leaving out the shortest wires.
\end{enumerate}

\section{The classical limit}

\subsection{Scattering probability}
To first order in the displacements, only the stretch along a bond changes its length. The perturbation on a bond along $i$ changes the hopping amplitude, equally in both directions, by $(\beta t/a)[u_i(\mathbf r+\mathbf e_i)-u_i(\mathbf r)]$. Between plane waves $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf Q$ the phases combine as
\begin{align}
(e^{iQ_i}-1)(e^{-ik_i'}+e^{ik_i})
&=e^{-ik_i}+e^{ik_i'}-e^{-ik_i'}-e^{ik_i}\nonumber\\
&=2i(\sin k_i'-\sin k_i).
\end{align}
The components $u_i$ are independent, so cross terms average to zero:
\begin{equation}
\langle|H'_{\mathbf k'\mathbf k}|^2\rangle=\frac{4\beta^2t^2}{na^2}S(\mathbf Q)\sum_i(\sin k_i'-\sin k_i)^2 .
\end{equation}
Take a box with $n=M^2L_x$. At fixed energy the final channel $b$ has density of states $L_x/(2\pi\Gamma_b)$. The golden rule multiplies this by $2\pi/\hbar$ and the squared matrix element. Division by the initial speed $\Gamma_a/\hbar$ turns the rate into a probability per slice:
\begin{equation}
w_{ab}=\frac{4\beta^2t^2}{M^2a^2\Gamma_a\Gamma_b}\,S(\mathbf Q)\sum_i(\sin k_i'-\sin k_i)^2 .
\label{eq:w}
\end{equation}
It is symmetric and proportional to $T$. At fixed $E/t$ the hopping $t$ cancels.

\subsection{Resistance of a finite wire}
There are $2N$ channel states: $N$ moving right ($s_a=+1$) and $N$ moving left ($s_a=-1$). For elastic scattering the Pauli factors cancel, since $j_b(1-j_a)-j_a(1-j_b)=j_b-j_a$. The occupations $j_a$ then obey
\begin{equation}
s_a\frac{dj_a}{dx}=\sum_bw_{ab}(j_b-j_a)=-(Cj)_a,
\label{eq:channel}
\end{equation}
with $C_{ab}=\delta_{ab}\sum_cw_{ac}-w_{ab}$. The boundary values are 1 for right movers at $x=0$ and 0 for left movers at $x=L$. The conserved flux $s^Tj$ is the classical transmission.

Far from the ends, $j=\mathrm{const}-gx+\psi$, where $g$ is a uniform slope and $\psi$ does not depend on $x$. Inserting this in Eq.~\eqref{eq:channel} gives $C\psi=gs$, so $\mathcal T=s^T\psi=gD$ with $D=s^TC^+s$ and $C^+$ the pseudoinverse. The remaining solutions of the linear equation are exponentials that live near the ends. They add a drop proportional to $\mathcal T$ and, once $L$ exceeds their range, independent of $L$. The total drop is 1, hence $1=\mathcal T L/D+\mathcal Tr_c$, where $r_c$ is a constant, and
\begin{equation}
R(L)=R_Q\left(\frac LD+r_c\right),\qquad \rho=\frac{R_QA}{aD}.
\label{eq:rho}
\end{equation}
Since $C\propto T$, $D\propto1/T$ and $\rho\propto T$. The transport length $\lambda=aD/N$ is the length that adds one ideal contact resistance $R_Q/N$. It also scales as $1/T$.

\subsection{Why short wires mislead}
For $L\to0$ each right mover loses only what is scattered back once. With $W$ the sum of $w_{ab}$ over right-moving $a$ and left-moving $b$, $\mathcal T\simeq N-WL$ and
\begin{equation}
R\simeq R_Q\left(\frac1N+\frac{W}{N^2}L\right).
\end{equation}
The Cauchy inequality orders the two slopes. It gives $(s^Ts)^2\le(s^TCs)(s^TC^+s)$, where $s^Ts=2N$ and $s^TCs=\frac12\sum_{ab}w_{ab}(s_a-s_b)^2=4W$. Thus $D\ge N^2/W$, and the initial slope is never below the bulk slope. In the example below it is 7.6\% above it. For the same reason the fitted intercept need not equal $R_Q/N$.

\section{Where the linear law is physical}

Classical sampling makes $\rho$ linear in $T$ at leading order at every temperature, even where real phonons are frozen out. The range of validity comes from comparison with inelastic scattering. Let $x=\hbar\omega/kT$ and $n_B=1/(e^x-1)$. Absorption and emission have strengths $n_B$ and $n_B+1$ in units of $\hbar/2m\omega$; the classical variance in Eq.~\eqref{eq:S} is $2/x$ in the same units.

Assume that the deviation from equilibrium does not vary with energy over a few $kT$. The collision rate is then weighted by Fermi factors. With $\epsilon$ the energy in units of $kT$,
\begin{equation}
f(\epsilon)[1-f(\epsilon+x)]=\frac{f(\epsilon)-f(\epsilon+x)}{1-e^{-x}},
\end{equation}
because the forward product is $e^x$ times the reverse product $f(\epsilon+x)[1-f(\epsilon)]$. The numerator integrates to $x$, so absorption has weight $x(n_B+1)$. Replacing $x$ by $-x$ gives $xn_B$ for emission. A static scatterer has weight $\int f(1-f)\,d\epsilon=1$. Relative to classical frozen sampling, the inelastic strength is
\begin{equation}
\frac{2xn_B(n_B+1)}{2/x}=\frac{(x/2)^2}{\sinh^2(x/2)}=1-\frac{x^2}{12}+\dots
\end{equation}
Freezing the atoms with their quantum variance, of strength $2n_B+1$, gives instead
\begin{equation}
\frac{2n_B+1}{2/x}=\frac x2\coth\frac x2=1+\frac{x^2}{12}+\dots
\end{equation}
At leading order its deviation from classical sampling is equal and opposite to the true correction, so its error against the inelastic result is $x^2/6$, twice that of classical sampling. As $T\to0$ it leaves a spurious residual resistivity, because zero-point motion is treated as static disorder.

For the example's lattice with a $15\times15$ supercell, the resistivities relative to classical sampling are 0.945 (inelastic) and 1.057 (frozen quantum) at the Debye temperature of 170 K. At 300 K they are 0.982 and 1.018, and at 85 K they are 0.80 and 1.22. The linear law is thus good to about 6\% at the Debye temperature and 2\% at 300 K in this model.

\section{Worked example in the regime of gold}

The mass is that of gold. The spacing 0.257 nm gives the cubic lattice roughly gold's number of atoms per volume; it is not the neighbour distance in gold. The Debye temperature 170 K is a rough value for gold and gives $K=16.2$ N/m. The other parameters are $t=0.9$ eV, $\beta=2$ and a Fermi level 0.45 eV below the band centre, which corresponds to 0.86 electrons per atom. At 300 K the rms bond stretch is 3.6\% of the spacing.

The $5\times5$ supercell has $A=(1.285\ \text{nm})^2=1.651\ \text{nm}^2$ and $N=16$ open channels, so $R_Q/N=807\ \Omega$. At 300 K the resistance rises from 1613 $\Omega$ at 23.13 nm to 2967 $\Omega$ at 61.68 nm. These two points alone give
\begin{equation}
\rho\approx1.651\times\frac{2967-1613}{61.68-23.13}=58\ \Omega\,\text{nm}=5.8\ \mu\Omega\,\text{cm}.
\end{equation}
The line through the six longest wires gives $5.83\pm0.11\ \mu\Omega$ cm, against 5.70 from Eq.~\eqref{eq:rho}. Dividing the whole resistance of the longest wire by its length would give $7.94\ \mu\Omega$ cm, which is 36\% above the fitted value. The eight resistances at 300 K lie within 1.3\% of the solution of Eq.~\eqref{eq:channel}, although they use the full nonlinear hopping.

At 600 and 900 K, with lengths scaled as $1/T$, the fits give $11.48\pm0.17$ and $17.04\pm0.20\ \mu\Omega$ cm; the Boltzmann values are 11.40 and 17.09. The fitted power of $T$ is 0.98. The quoted errors of $\rho$ propagate to about 0.02 in this power, so it agrees with 1.

The fitted contact resistances are $788\pm20$, $824\pm15$ and $821\pm12\ \Omega$. The classical equation, fitted over the same lengths, gives 828 $\Omega$ at each temperature, 2.6\% above $R_Q/N$; for much longer wires its intercept tends to 833 $\Omega$. The sampled data do not resolve this small excess.

\section{Error analysis}

\subsection{Statistics and fitting}
All lengths of one sample share the same displacements, so the points of $R(L)$ are correlated and an ordinary least-squares error would be wrong. The errors above come from the jackknife. The fit is repeated with each of the $n_s$ samples left out, and the variance of these fits is multiplied by $n_s-1$. Whole samples are removed, so the correlation along the wire is retained. Fitting the classical curve over the same lengths gives $5.71\ \mu\Omega$ cm at 300 K instead of 5.70, so the bias of the chosen window in the classical curve is about 0.2\%, below the statistical error. This does not bound the difference between the coherent wire and the classical curve. A separate set of 90 samples at 300 K gives $5.88\pm0.07\ \mu\Omega$ cm and a contact resistance of $793\pm12\ \Omega$, so an offset of about 3\% in $\rho$ cannot be excluded.

\subsection{Cross-section}
The Boltzmann resistivity at 300 K rises from 5.70 to 6.23 and 6.47 $\mu\Omega$ cm for $5\times5$, $15\times15$ and $25\times25$ supercells at the same twist. This is not a steady trend with size, since a $35\times35$ supercell gives 6.13. Much of the scatter comes from using a single twist. Averaging the conductivity over random twists gives about 6 for both $5\times5$ and $15\times15$. Single twists of the $5\times5$ cell mostly give values between 4.7 and 10, but very rare ones exceed 20. The choice of cell and twist can thus matter far more than the statistical error. The Boltzmann value stays proportional to $T$ at any fixed $M$ and twist, because Eq.~\eqref{eq:w} scales with $T$. The sampled wire need not follow it. When a channel lies near its threshold, $\Gamma_a$ is small, $w_{ab}$ is large and the golden rule fails for that channel. In the $5\times5$ cell at $\theta=0.33$ and $3.49$, where the slowest channels have $\Gamma_a=0.2t$ and $0.04t$, the Boltzmann values at 300 K are 9.0 and 16.2, while the sampled wires give $7.9\pm0.1$ and $6.4\pm0.1\ \mu\Omega$ cm. For these wires $\rho/T$ at 900 K is only $0.92\pm0.02$ and $0.93\pm0.02$ of its value at 300 K. A single twist should therefore be chosen away from channel thresholds. A quantitative bulk value needs larger supercells and an average over twists.

\subsection{Phase coherence}
A frozen wire has no inelastic events to break the phase, so the linear law fails when the wire is long. A single channel shows this. Two sections with transmissions $\mathcal T_1,\mathcal T_2$ and inner reflection amplitudes $r_1,r_2$ combine to
\begin{equation}
\mathcal T_{12}=\frac{\mathcal T_1\mathcal T_2}{|1-r_1r_2|^2}.
\end{equation}
If the phase of $r_1r_2$ is uniformly distributed, the logarithm of the denominator averages to zero, because $\ln(1-z)$ has no constant term in its power series. Then $\langle\ln\mathcal T\rangle$ is additive. A thin section contributes $-w\,dL$, so $-\langle\ln\mathcal T\rangle=wL$, whereas Eq.~\eqref{eq:channel} gives $1/\mathcal T=1+wL$. For a chain of 400 atoms at 300 K, the sampled $-\langle\ln\mathcal T\rangle$ is 6.57 and $wL$ is 6.61. The typical resistance, $R_Q\exp(-\langle\ln\mathcal T\rangle)$, is $712\,R_Q$. Rare samples with high transmission dominate $\langle\mathcal T\rangle$, so Eq.~\eqref{eq:R} gives only about $27\,R_Q$, still well above the classical $7.6\,R_Q$.

For $N$ channels, a rough estimate is that localization sets in when the classical $\mathcal T\approx N\lambda/L$ falls to order one, that is at $L\sim N\lambda$. Here $\lambda=23.4$ nm at 300 K and $N\lambda=374$ nm, six times the longest wire. Both lengths scale as $1/T$ in the example, so the ratio is the same at all three temperatures. The usable window runs from beyond the entrance layers to well below $N\lambda$; a wider supercell raises its upper end.

\subsection{Comparison with real gold}
Gold has a resistivity of roughly $2\ \mu\Omega$ cm at room temperature, so the model is too resistive by a factor of about three. Equation~\eqref{eq:w} gives $\rho\propto\beta^2$, so a 10\% change in the chosen $\beta$ already moves $\rho$ by about 20\%. The face-centred lattice, the $d$ states and spin-orbit coupling are absent, and their effect is not estimated here. A first-principles calculation replaces the model hoppings by the Hamiltonian of each displaced supercell and keeps the same recursion and fit.

Of the effects that can bend the linear law itself, two are estimated here. One is the average of the conductivity over the thermal energy window. In the $15\times15$ supercell, sampling the window at 12 energies changes $\rho$ by $-2.5\%$ at 900 K. This number is not converged: 240 energies give $-3.3\%$, and other twists can change the sign, as may be expected when transverse modes open and close within the window. Six other twists of the same cell, sampled at 36 energies, give changes between $-22\%$ and $+9\%$. The number is therefore a property of the chosen twist and not a bulk value. The other is thermal expansion, which softens the springs: with Gr\"uneisen parameter $\gamma$ and linear expansion coefficient $\alpha$, $K$ falls by the fraction $2\gamma\cdot3\alpha\,\Delta T$, and $\rho\propto1/K$. Rough values $\gamma=3$ and $\alpha=1.4\times10^{-5}$ K$^{-1}$ give
\begin{equation}
2\times3\times3\times1.4\times10^{-5}\times600\approx0.15
\end{equation}
between 300 and 900 K. To first order in $\Delta T$, a harmonic calculation at fixed volume thus misses a rise of about 15\% in $\rho/T$, several times the statistical error of the fitted slopes. The numerical output lists the full resistance curve at 300 K.

\section*{Values computed for the example and the checks}
\begin{verbatim}
spacing 0.257 nm, hopping 0.9 eV, Debye T 170 K
spring constant 16.20 N/m, hopping decay beta 2.0
Fermi level -0.45 eV from band centre
electrons per atom 0.858
wire 5x5 atoms, width 1.285 nm, open channels 16
ideal contact resistance h/(2e^2 N) 806.7 ohm
rms bond stretch/spacing at 300 K 0.0359
300 K: length nm, R Landauer ohm, R classical ohm
    7.71   1084.5   1086.3
   15.42   1353.0   1358.4
   23.13   1613.4   1627.5
   30.84   1875.1   1895.0
   38.55   2135.7   2161.9
   46.26   2419.3   2428.4
   53.97   2699.7   2694.7
   61.68   2967.2   2960.9
300 K: R*A/L of longest wire 7.94 uohm cm
300 K: 48 samples, longest wire 61.68 nm
  rho Landauer 5.83 +- 0.11 uohm cm
  rho Boltzmann 5.70, classical fit 5.71 uohm cm
  contact R 788 +- 20, classical 828 ohm
600 K: 96 samples, longest wire 30.84 nm
  rho Landauer 11.48 +- 0.17 uohm cm
  rho Boltzmann 11.40, classical fit 11.42 uohm cm
  contact R 824 +- 15, classical 828 ohm
900 K: 144 samples, longest wire 20.56 nm
  rho Landauer 17.04 +- 0.20 uohm cm
  rho Boltzmann 17.09, classical fit 17.13 uohm cm
  contact R 821 +- 12, classical 828 ohm
temperature exponent of Landauer rho 0.977
slope at zero length / bulk slope 1.0758
transport length at 300 K 23.4 nm
localization scale N*lambda at 300 K 374 nm
chain of 400 atoms, 300 K: -<ln T> 6.57, wL 6.61
  typical R/(h/2e^2) 712, classical 7.61
rho relative to classical sampling: T K, inelastic, frozen quantum
     20 0.0674 3.4739
     85 0.8018 1.2183
    170 0.9448 1.0566
    300 0.9818 1.0183
    900 0.9980 1.0020
Boltzmann rho at 300 K, 15x15 supercell 6.23 uohm cm
Boltzmann rho at 300 K, 25x25 supercell 6.47 uohm cm
thermal energy window at 900 K changes rho by -2.5 %
rough inputs: Grueneisen 3.0, linear expansion 1.4e-05 /K
  softening from 300 to 900 K raises rho/T by about 15 %
\end{verbatim}
